\section*{Error order of an NMTO from a downfolded two-level model}

\section*{Question}

I am trying to understand $N$th-order muffin-tin orbitals (NMTOs) on the smallest model I can think of, a real symmetric matrix in an orthonormal basis $|1\rangle,|2\rangle$:
\begin{equation}
H=\begin{pmatrix} a & v\\ v & b\end{pmatrix},\qquad a=0,\quad b=0.4,\quad v=0.15\ \text{hartree}.
\end{equation}
I want to keep orbital 1, downfold orbital 2, and describe the lower level with one energy-independent orbital. The recipe I have takes an energy-dependent orbital $\psi(E)$ and a Green function $G(E)$ at mesh energies $\varepsilon_0,\dots,\varepsilon_N$, and forms
\begin{equation}
\chi^{(N)}=\sum_{n=0}^{N}L_n\,\psi(\varepsilon_n),\qquad
L_n=\frac{1}{D_N}\,\frac{G(\varepsilon_n)}{\prod_{m\ne n}(\varepsilon_n-\varepsilon_m)},
\label{eq:recipe}
\end{equation}
with $D_N$ fixed by $\sum_nL_n=1$. For $N=0$ the empty product is 1.

I can evaluate this, but I don't see why these weights are good, or what error order they predict for the eigenvalue. My numerical attempt went wrong. For $N=1$ I put both mesh points 0.05 hartree above the exact lower level and brought them together, down to a separation of $10^{-8}$ hartree. The error of $\langle\chi|H|\chi\rangle/\langle\chi|\chi\rangle$ did not go to zero but settled at $8.467\times10^{-6}$ hartree. I used 60-digit arithmetic, so this is not roundoff. I also tried $\sum_nL_n\varepsilon_n$ as an estimate of the level, and its error was much larger. What is the correct order, and how do I see it for $N=0,1,2$?

\section*{Answer}

Your recipe is fine. The error is controlled by the distances of the mesh points from the eigenvalue, and you reduced their distance from each other. The two-level model can be solved in closed form, which shows this directly.

\subsection*{Downfolding}

Assume $v\neq0$ and $E\neq b$. Fix the first component of $\psi(E)$ to 1 and call the second $u(E)$. Downfolding means that the second row of $(H-E)\psi=0$ is satisfied at every $E$:
\begin{equation}
v+(b-E)u=0\quad\Rightarrow\quad u(E)=\frac{v}{E-b}.
\end{equation}
The first row is then generally not satisfied. What remains there is
\begin{equation}
K(E)=a-E+v\,u(E)=a-E-\frac{v^2}{b-E},
\qquad (H-E)\psi(E)=K(E)\,|1\rangle .
\label{eq:kink}
\end{equation}
Up to the sign convention (here $dK/dE=-(1+u^2)=-\langle\psi|\psi\rangle$), this $K$ plays the part of the kink matrix of muffin-tin orbital theory. Multiplying $K(E)=0$ by $b-E$ gives $(a-E)(b-E)-v^2=0$, the secular equation. Since $E=b$ does not solve it when $v\ne0$, no eigenvalue is lost: the zeros of $K$ are both eigenvalues, $E_-<E_+$.

Now set $G(E)=-1/K(E)$. Equation \eqref{eq:kink} reads $(E-H)\psi=-K|1\rangle$. Dividing by $-K$ and inverting $E-H$ gives
\begin{equation}
\psi(E)\,G(E)=(E-H)^{-1}|1\rangle .
\label{eq:resolvent}
\end{equation}
So $\psi G$ is a column of the resolvent, and its first component is $G=\langle1|(E-H)^{-1}|1\rangle$.

\subsection*{What the weights do}

Take distinct mesh points, none equal to $b$ or to an eigenvalue. For any number $\lambda$ off the mesh, partial fractions in $\lambda$ give
\begin{equation}
\prod_{n}\frac{1}{\varepsilon_n-\lambda}
=\sum_n\frac{1}{\varepsilon_n-\lambda}\prod_{m\neq n}\frac{1}{\varepsilon_m-\varepsilon_n}.
\end{equation}
Reversing the $N$ differences in the last product costs a factor $(-1)^N$, so
\begin{equation}
\sum_n\frac{1}{(\varepsilon_n-\lambda)\prod_{m\ne n}(\varepsilon_n-\varepsilon_m)}
=(-1)^N\prod_n\frac{1}{\varepsilon_n-\lambda}.
\label{eq:pf}
\end{equation}
This holds for $\lambda=E_-$ and $\lambda=E_+$, and therefore for $\lambda$ replaced by the matrix $H$. Inserting \eqref{eq:resolvent} into your recipe \eqref{eq:recipe} and using \eqref{eq:pf},
\begin{equation}
\chi^{(N)}=\frac{(-1)^N}{D_N}\prod_{n=0}^{N}(\varepsilon_n-H)^{-1}\,|1\rangle .
\label{eq:filter}
\end{equation}
The weights turn a sum of resolvents into a product. Each factor amplifies, relative to the other, the eigenvector whose energy is nearer to its mesh point.

\subsection*{The energy error}

Expand $|1\rangle=c_-|-\rangle+c_+|+\rangle$ in normalized eigenvectors. By \eqref{eq:filter}, the ratio of the unwanted to the wanted amplitude in $\chi^{(N)}$ is
\begin{equation}
r=\frac{c_+}{c_-}\,q,\qquad
q=\prod_{n=0}^{N}\frac{E_--\varepsilon_n}{E_+-\varepsilon_n}.
\label{eq:q}
\end{equation}
The prefactor $(-1)^N/D_N$ has cancelled. To find $c_+^2/c_-^2$, use $c_-^2+c_+^2=1$ and $\langle1|H|1\rangle=c_-^2E_-+c_+^2E_+=a$. With $\Delta=E_+-E_-$ these give $a-E_-=c_+^2\Delta$ and $E_+-a=c_-^2\Delta$, hence
\begin{equation}
t^2\equiv\frac{c_+^2}{c_-^2}=\frac{a-E_-}{E_+-a}.
\end{equation}
The Rayleigh quotient of a vector proportional to $|-\rangle+r|+\rangle$ is
\begin{equation}
E^{(N)}=\frac{E_-+r^2E_+}{1+r^2}
\quad\Rightarrow\quad
E^{(N)}-E_-=\Delta\,\frac{t^2q^2}{1+t^2q^2}.
\label{eq:error}
\end{equation}
For this model the result is exact. The error is never negative, as it must be for a variational estimate of the lowest level.

To read off the order, let all distances from the level shrink together: $\varepsilon_n=E_-+hx_n$, with fixed nonzero offsets $x_n$ and a dimensionless scale $h$. Then
\begin{equation}
q=\prod_n\frac{-hx_n}{\Delta-hx_n}
=\left(-\frac{h}{\Delta}\right)^{N+1}\prod_nx_n\,\bigl[1+O(h)\bigr],
\end{equation}
and squaring this in \eqref{eq:error} gives
\begin{equation}
E^{(N)}-E_-=A_N\,h^{2N+2}\,[1+O(h)],\qquad
A_N=\frac{t^2}{\Delta^{2N+1}}\prod_nx_n^2 .
\label{eq:order}
\end{equation}
The orbital error $|r|$ is of order $N+1$. The energy error is quadratic in it, hence of order $2N+2$.

\subsection*{Why your test stalled}

If all points collapse onto a centre $E_-+d$ with $d$ fixed, each factor in \eqref{eq:q} tends to $-d/(\Delta-d)$, which is not zero. Your matrix has $E_\pm=0.2\pm\sqrt{0.2^2+0.15^2}$, that is $E_-=-0.05$, $E_+=0.45$ and $\Delta=0.5$ hartree, and $t^2=0.05/0.45=1/9$. With $d=0.05$ hartree each factor is $-1/9$, so for $N=1$
\begin{equation}
t^2q^2=\frac19\left(\frac1{9}\right)^{4}=\frac{1}{9^5},\qquad
E^{(1)}-E_-\to\frac{0.5}{9^5+1}=8.467\times10^{-6}\ \text{hartree}.
\end{equation}
This is your number. Collapsing the mesh turns the weighted sums (divided differences) into derivatives, so $\chi^{(N)}$ tends to the $N$th energy derivative of $\psi G$ divided by that of $G$, taken at the centre, and its error depends on how far the level is from that centre.

\subsection*{The three orbitals}

Choose the offsets $x=(0.05,-0.05,0.10)$ hartree and use the first $N+1$ of them. I place them relative to the known level because the aim is to measure an order; in an application the mesh would cover the energy window of interest. At $h=1$ the ingredients are as follows.

\begin{center}
\begin{tabular}{ccccc}
$n$ & $\varepsilon_n$ (hartree) & $K$ (hartree) & $G$ (1/hartree) & $u$\\
0 & $0$ & $-0.05625$ & $17.7778$ & $-0.37500$\\
1 & $-0.10$ & $0.05500$ & $-18.1818$ & $-0.30000$\\
2 & $0.05$ & $-0.11429$ & $8.7500$ & $-0.42857$
\end{tabular}
\end{center}

For $N=0$ the only weight is 1, and $\chi^{(0)}=(1,-0.375)$. For $N=1$ the unnormalized weights, in hartree$^{-2}$, are
\begin{equation}
\frac{17.7778}{0.10}=177.778,\qquad \frac{-18.1818}{-0.10}=181.818,
\end{equation}
so that $L_0=0.49438$ and $L_1=0.50562$. The second component of $\chi^{(1)}$ is
\begin{equation}
0.49438(-0.375)+0.50562(-0.300)=-0.33708 .
\end{equation}
For $N=2$ the unnormalized weights, in hartree$^{-3}$, are
\begin{equation}
\frac{17.7778}{(0.10)(-0.05)},\qquad
\frac{-18.1818}{(-0.10)(-0.15)},\qquad
\frac{8.7500}{(0.05)(0.15)} .
\end{equation}
Dividing by their sum gives $L=(0.98738,\,0.33661,\,-0.32398)$ and a second component of $-0.33240$. A negative weight is no defect, since this is interpolation and not averaging. The exact lower state has the second component $-1/3$.

With second component $u$, the energy is
\begin{equation}
E^{(N)}=\frac{a+2vu+bu^2}{1+u^2}=\frac{0.3u+0.4u^2}{1+u^2}\ \text{hartree}.
\end{equation}
For $N=1$ this is $-0.0556748/1.1136220=-0.0499943$ hartree. All three results, with errors relative to the exact level of the matrix, are:

\begin{center}
\begin{tabular}{ccccc}
$N$ & $q$ & $E^{(N)}$ (hartree) & error (hartree) & error (meV)\\
0 & $-0.11111$ & $-0.0493151$ & $6.849\times10^{-4}$ & $18.6$\\
1 & $-0.01010$ & $-0.0499943$ & $5.668\times10^{-6}$ & $0.154$\\
2 & $0.00253$ & $-0.0499996$ & $3.543\times10^{-7}$ & $0.0096$
\end{tabular}
\end{center}

Equation \eqref{eq:error} gives the same errors; for $N=1$ it reads $0.5\times\frac19\times(0.010101)^2=5.668\times10^{-6}$ hartree, the denominator being 1 to this accuracy.

The gain from $N=1$ to $N=2$ is modest because the third point is farther away. It multiplies $q$ by $-0.10/0.40=-1/4$, and so the error by about $1/16$. An added point lowers the error if it lies closer to $E_-$ than to $E_+$, here below $0.2$ hartree.

\subsection*{Measuring the order}

Halve $h$ and compute
\begin{equation}
p=\log_2\frac{E^{(N)}(h)-E_-}{E^{(N)}(h/2)-E_-}.
\end{equation}
Use extended precision: for $N=2$ the error at $h=1/128$ is about $A_2/128^6\approx5\times10^{-20}$ hartree, which double precision cannot resolve next to an energy of $-0.05$ hartree. With 60 digits I get the following.

\begin{center}
\begin{tabular}{cccc}
$N$ & $p$, $h=1\to\frac12$ & $p$, $h=\frac1{64}\to\frac1{128}$ & $2N+2$\\
0 & 2.154 & 2.002 & 2\\
1 & 4.022 & 4.000 & 4\\
2 & 6.362 & 6.005 & 6
\end{tabular}
\end{center}

The coefficient agrees too. For $N=2$, equation \eqref{eq:order} predicts $A_2=2.222\times10^{-7}$ hartree, and the error divided by $h^6$ at $h=1/1024$ is $2.223\times10^{-7}$ hartree.

The case $N=1$ reaches its limit fastest for a reason visible in $q^2$. The factors $(1-hx_n/\Delta)^{-2}$ multiply to $1+2h\sum_nx_n/\Delta+O(h^2)$, and the first two offsets sum to zero.

\subsection*{Why $\sum_nL_n\varepsilon_n$ is worse}

Call this mean energy $\bar E^{(N)}$. For $N=0$ it is just $\varepsilon_0$, with an error of first order. For $N\ge1$, write
\begin{equation}
E\,G(E)=\sum_{i=\pm}\frac{c_i^2E}{E-E_i}=1+\sum_{i=\pm}\frac{c_i^2E_i}{E-E_i}.
\end{equation}
The constant 1 drops out of the weighted sum: multiply \eqref{eq:pf} by $\lambda$ and let $\lambda\to\infty$. The right side vanishes for $N\ge1$, and the left side tends to $-\sum_n\prod_{m\ne n}(\varepsilon_n-\varepsilon_m)^{-1}$, which is therefore zero. Applying \eqref{eq:pf} to the remaining terms, with $P_i=\prod_n(\varepsilon_n-E_i)$ and $P_-/P_+=q$,
\begin{equation}
\bar E^{(N)}=\frac{c_-^2E_-/P_-+c_+^2E_+/P_+}{c_-^2/P_-+c_+^2/P_+}
\quad\Rightarrow\quad
\bar E^{(N)}-E_-=\Delta\,\frac{t^2q}{1+t^2q}.
\end{equation}
For small $|q|$ this is $\Delta\,t^2q$ to leading order, linear in $q$, so its order is $N+1$, and it can have either sign. On the mesh above, the errors for $N=1$ and $N=2$ are $-5.62\times10^{-4}$ and $+1.40\times10^{-4}$ hartree. For $N\ge1$ the mean energy equals $\langle1|H|\chi^{(N)}\rangle$: by \eqref{eq:kink} the first component of $H\psi(\varepsilon_n)$ is $\varepsilon_n+K(\varepsilon_n)$, and $\sum_nL_nK(\varepsilon_n)=-D_N^{-1}\sum_n\prod_{m\ne n}(\varepsilon_n-\varepsilon_m)^{-1}=0$. This expression is linear in the orbital. The Rayleigh quotient uses the same orbital but is stationary at the eigenvector, which doubles the order.

\subsection*{Where the construction needs care}

The denominator $1+t^2q$ comes from $D_N$. If it vanishes, the vector in \eqref{eq:filter} has no component on $|1\rangle$ and cannot be normalized by $\sum_nL_n=1$. Here that requires $q=-9$, which cannot happen for a mesh close to $E_-$, where $|q|$ is small.

If one mesh point approaches $E_-$ while the others stay away from both eigenvalues, its $G$ diverges, its weight tends to 1, and $\chi^{(N)}$ tends to the exact eigenvector. This agrees with $q\to0$.

The construction also works for the upper level, though less well here: $t^2$ is replaced by $1/t^2$, so a mesh mirrored from $E_-$ to $E_+$ gives an error about $1/t^4=81$ times larger in magnitude. With the mesh at $0.47$, $0.43$ and $0.49$ hartree, the same $N=2$ construction gives the upper level with an error of $-6.3\times10^{-8}$ hartree. The roles of $E_-$ and $E_+$ are exchanged, so the estimate now approaches its level from below. A mesh close to one level, on the scale of $\Delta$, selects that level. Being merely nearer to it is not enough, because $r$ in \eqref{eq:q} also contains $c_+/c_-$: for $N=0$ and $\varepsilon_0=0.25$ hartree, nearer to $E_+$, one has $q=-1.5$ and $r^2=t^2q^2=1/4$, so the orbital is still 80\% lower state.
